# Why the monopole image correction cancels in charged-defect migration barriers

An oxygen vacancy moves through an oxide when a neighbouring oxygen ion jumps into the empty site. To find the barrier, one computes the energy of a periodic supercell twice, with the ion at its starting site and with the ion at the saddle. If the vacancy is charged, each cell also contains the spurious interaction of the defect with its periodic images and with the uniform background that keeps the cell neutral. For a doubly charged defect in a cubic cell of edge 1 nm, in a host of dielectric constant 10, its size is about 0.8 eV. Does the barrier need a correction of that size?

## A counter-example: the doubly charged vacancy in magnesium oxide

Take a cubic cell of edge $L$ and volume $\Omega=L^3$. The host is a uniform medium of dielectric constant $\epsilon$, with its ions relaxed in both states. Formulas are in Hartree atomic units. For energies in eV with lengths in nm and charges in units of $e$, multiply by $1.43996$ eV nm.

At the minimum the defect is a charge $+2$ on the empty site. At the saddle the moving O$^{2-}$ ion lies midway between two empty sites a distance $d$ apart. Relative to the perfect crystal, the charges are $+2$, $-2$, $+2$ at positions $0$, $\mathbf d/2$, $\mathbf d$. The total is $+2$ in both states, but the saddle charge is more spread out.

**The potential of the images.** Let $\psi$ be the potential of a periodic array of unit charges with its background, before division by $\epsilon$, and let its cell average be zero. With this choice the background adds nothing to $\tfrac12\int(\text{charge})(\text{potential})$, because a constant density multiplies a potential of zero average. Near the charge at the origin,

$$\nabla^2\psi=-4\pi\left[\delta(\mathbf r)-\frac1\Omega\right].$$

Remove the charge's own potential by setting $\varphi=\psi-1/r$. Since $\nabla^2(1/r)=-4\pi\delta$, we have $\nabla^2\varphi=4\pi/\Omega$, and $\varphi$ is smooth out to the nearest image. Expand it about the origin:

- The constant must scale as $1/L$. Call it $-\alpha/L$; an Ewald sum gives $\alpha=2.837297$.
- Odd powers vanish by inversion symmetry.
- The quadratic term must be $cr^2$ by cubic symmetry. As $\nabla^2(cr^2)=6c$, it follows that $c=2\pi/(3\Omega)$.
- The fourth-order term scales as $r^4/L^5$, because $\varphi$ is $1/L$ times a function of $\mathbf r/L$.

Thus

$$\varphi(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3\Omega}+O\!\left(\frac{r^4}{L^5}\right).$$

**The two image energies.** For charges $q_i$, the periodic energy minus the isolated energy is $\frac{1}{2\epsilon}\sum_{ij}q_iq_j\varphi(\mathbf r_i-\mathbf r_j)$. The $1/r$ parts occur in both energies and drop out. At the minimum this gives

$$\frac{1}{2\epsilon}\,4\,\varphi(0)=-\frac{2\alpha}{\epsilon L}.$$

At the saddle, the three terms with $i=j$ give $6\varphi(0)$, the two positive charges give $4\varphi(\mathbf d)$, and the two unlike pairs give $-8\varphi(\mathbf d/2)$:

$$\frac1\epsilon\left[6\varphi(0)+4\varphi(\mathbf d)-8\varphi(\mathbf d/2)\right]
=\frac1\epsilon\left[-(6+4-8)\frac{\alpha}{L}+\frac{2\pi}{3\Omega}\left(4d^2-\frac{8d^2}{4}\right)\right]+O(L^{-5}).$$

The first part is again $-2\alpha/(\epsilon L)$. Subtracting the minimum leaves

$$E_{b}^{\rm per}-E_{b}^{\rm iso}=\frac{4\pi d^2}{3\epsilon\Omega}+O(L^{-5}).$$

**Numbers.** Take as model inputs $a_0=0.421$ nm and $\epsilon=\epsilon_0=10$, close to the rough values for magnesium oxide, 0.42 nm and 10. The hop length is $d=a_0/\sqrt2=0.2977$ nm. For $L=2a_0=0.842$ nm, $\Omega=0.597$ nm$^3$, and the monopole energy has magnitude

$$\frac{1.43996\times2.8373\times4}{2\times10\times0.842}=0.970\ \text{eV}$$

in each state. The surviving term is

$$\frac{1.43996\times4\pi\times0.0886}{3\times10\times0.597}=0.090\ \text{eV}.$$

A direct reciprocal-space sum, with each charge a Gaussian of width 0.05 nm, minus the isolated energy, gives the following barrier errors:

| $L/a_0$ | Monopole, each state (eV) | Direct error (eV) | Leading formula (eV) |
|---|---:|---:|---:|
| 2 | 0.970 | 0.0814 | 0.0895 |
| 3 | 0.647 | 0.0255 | 0.0265 |
| 4 | 0.485 | 0.0110 | 0.0112 |

In the smallest cell the direct error, 0.081 eV or 2.99 millihartree, is 9% below the leading formula. The discrepancy falls as $L^{-5.04}$ between $4a_0$ and $8a_0$, as expected for the omitted fourth-order term with a small admixture of higher ones.

The surviving term is positive, so in this model the periodic barrier is too high. The $r^2$ part of $\varphi$ comes from the negative background, whose potential rises away from the centre. The outward spread of positive charge at the saddle therefore costs energy that is absent for an isolated defect.

## The general statement

Let $\rho$ be the defect's charge density, before screening by the host, and define

$$q=\int\rho\,d^3r,\qquad \mathbf p=\int\rho\,\mathbf r\,d^3r,\qquad
Q=\int\rho\,r^2\,d^3r,\qquad S=qQ-p^2.$$

Suppose that both states have the same $q$, cubic cell and long-range dielectric constant, and that their charge is localised well inside the cell. Let $a$ be the coefficient of $k^2$ in the inverse screening function $1/\epsilon(k)=1/\epsilon+ak^2+\cdots$. Then, within linear isotropic screening,

$$\boxed{E_b^{\rm per}-E_b^{\rm iso}=\frac{2\pi(S_s-S_m)}{3\epsilon\Omega}-\frac{2\pi q^2(a_s-a_m)}{\Omega}+O(L^{-5})}$$

where $s$ and $m$ denote saddle and minimum. The full monopole correction belongs to each total energy. It may be added to both states without harm, but adding it to one state shifts the barrier by its full size.

### Proof for the charge distribution

First take $a=0$. For a continuous density the image energy is $\frac1{2\epsilon}\iint\rho\rho'\varphi(\mathbf r-\mathbf r')$. The constant part of $\varphi$ multiplies $\iint\rho\rho'=q^2$. For the quadratic part, expand the square:

$$\frac12\iint\rho\rho'\,(r^2+r'^2-2\mathbf r\cdot\mathbf r')=\frac12(2qQ-2p^2)=S.$$

Hence each state obeys

$$E^{\rm per}-E^{\rm iso}=-\frac{\alpha q^2}{2\epsilon L}+\frac{2\pi S}{3\epsilon\Omega}+O(L^{-5}).$$

Subtraction removes the first term and leaves the difference in $S$.

The combination $S$ does not depend on the origin. Under a shift $\mathbf t$, $Q$ becomes $Q+2\mathbf p\cdot\mathbf t+qt^2$ and $\mathbf p$ becomes $\mathbf p+q\mathbf t$. The added terms in $qQ$ and in $p^2$ are both $2q\,\mathbf p\cdot\mathbf t+q^2t^2$, so they cancel. This gives a useful second case: an interstitial ion that carries a rigid charge cloud through the uniform medium has $S_s=S_m$, and the charge-spread term vanishes.

For the vacancy saddle, $Q=-2(d/2)^2+2d^2=\tfrac32d^2$ and $p=-2(d/2)+2d=d$, so $S=2(\tfrac32d^2)-d^2=2d^2$, in agreement with the pair count. Equal Gaussian widths $w$ add $3w^2q$ to $Q$, and hence $3w^2q^2$ to $S$, in both states; they do not affect the difference.

The formula was also tested on a lopsided set of charges, $1.5$, $0.7$ and $0.4\,e$, at $(0,0,0)$, $(0.10,0,0.05)$ and $(-0.05,0.12,0)$ nm, with widths 0.05, 0.06 and 0.08 nm. In a cell of edge 3.368 nm, the image energy left after removing the monopole was 0.99993 of the $S$ term.

In a non-cubic cell the constant in $\varphi$ still cancels. The quadratic part becomes $\tfrac12\sum_{ij}T_{ij}x_ix_j$, with $\sum_iT_{ii}=4\pi/\Omega$, and the same expansion of the square gives $\frac1{2\epsilon}\sum_{ij}T_{ij}(qQ_{ij}-p_ip_j)$, where $Q_{ij}=\int\rho\,x_ix_j\,d^3r$. The shape of the charge then matters as well as its overall spread.

### Proof for short-range screening

Far from the defect, the bulk host sets $\epsilon$, and it is the same for both states. Close to the defect, the response may differ. A simple model writes $1/\epsilon(k)=1/\epsilon+k^2h(k)$, with $h(0)=a$ and $h$ corresponding to a short-ranged interaction. With $\rho_{\mathbf k}$ the Fourier transform of $\rho$, the periodic energy is

$$E^{\rm per}=\frac{2\pi}{\Omega}\sum_{\mathbf k\ne0}\frac{|\rho_{\mathbf k}|^2}{k^2\epsilon(k)},$$

so the extra part is

$$\frac{2\pi}{\Omega}\sum_{\mathbf k\neq0}|\rho_{\mathbf k}|^2h(k)
=\frac{2\pi}{\Omega}\sum_{\mathbf k}|\rho_{\mathbf k}|^2h(k)-\frac{2\pi q^2a}{\Omega}.$$

The complete sum on the right is the contribution of $h$ to the isolated energy, plus short-range interactions with images, which are negligible when the screening length is much smaller than the distance between images. Each state therefore gains the image error $-2\pi q^2a/\Omega$, and the barrier keeps only $a_s-a_m$. This completes the proof.

For numbers, take $h=(1-1/\epsilon)/(k^2+\kappa^2)$, so that $a=(1-1/\epsilon)/\kappa^2$. If $\kappa$ is 20 nm$^{-1}$ at the minimum and 18 nm$^{-1}$ at the saddle (screening lengths 0.0500 and 0.0556 nm), $a_s-a_m=5.28\times10^{-4}$ nm$^2$. The barrier error changes by $-0.032$ eV at $2a_0$ and by $-0.0040$ eV at $4a_0$. In the larger cell, direct sums reproduced this shift to within $10^{-6}$ eV, and gave no shift beyond that tolerance when the two lengths were equal. The lengths are chosen to show a size. A real defect's response also mixes different wavevectors, which this model omits.

## Host ions held fixed at the saddle

A saddle energy is sometimes estimated with the host ions left where they were at the minimum. It may seem that the saddle monopole should then be screened by the electronic constant $\epsilon_\infty$ and the minimum monopole by $\epsilon_0$. With $\epsilon_\infty=3$, that choice would change the barrier correction by 2.26 eV at $2a_0$. It is wrong, because the frozen ions still screen the charge that was present at the minimum.

To show this, let $b$ be the polarisation charge of the host ions, $v$ the Coulomb interaction, and $\langle f|v|g\rangle$ the corresponding double integral. Take the energy

$$F[\rho,b]=\frac{1}{2\epsilon_\infty}\langle\rho+b|v|\rho+b\rangle+\frac{\sigma}{2}\langle b|v|b\rangle,\qquad \sigma=\frac1{\epsilon_0-\epsilon_\infty}.$$

The second term is the restoring energy of the lattice. Minimising over $b$ gives $(\rho+b)/\epsilon_\infty+\sigma b=0$, hence

$$b=-\frac{\rho}{1+\sigma\epsilon_\infty}=-\gamma\rho,\qquad \gamma=\frac{\epsilon_0-\epsilon_\infty}{\epsilon_0}=0.7.$$

Inserting this, with $1-\gamma=\epsilon_\infty/\epsilon_0$, gives the coefficient of $\frac12\langle\rho|v|\rho\rangle$:

$$\frac{(1-\gamma)^2}{\epsilon_\infty}+\sigma\gamma^2
=\frac{\epsilon_\infty}{\epsilon_0^2}+\frac{\epsilon_0-\epsilon_\infty}{\epsilon_0^2}=\frac1{\epsilon_0}.$$

This confirms that the chosen $\sigma$ describes a host with static constant $\epsilon_0$.

At the saddle, $b$ is held at $-\gamma\rho_m$ instead of its best value $-\gamma\rho_s$. Since $F$ is quadratic in $b$, the energy above the relaxed saddle is

$$\frac12\left(\frac1{\epsilon_\infty}+\sigma\right)\gamma^2\langle\delta\rho|v|\delta\rho\rangle
=\frac12\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right)\langle\delta\rho|v|\delta\rho\rangle,\qquad \delta\rho=\rho_s-\rho_m.$$

The equality follows from $1/\epsilon_\infty+\sigma=\epsilon_0/[\epsilon_\infty(\epsilon_0-\epsilon_\infty)]$. The density $\delta\rho$ has no net charge, so its $S$ is $-|\Delta\mathbf p|^2$. The single-state formula then gives an extra image error of

$$-\frac{2\pi}{3\Omega}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right)|\Delta\mathbf p|^2.$$

Thus the monopole cancels here too, and a dipole term remains. For the vacancy, $|\Delta\mathbf p|=0.2977\,e$ nm. At $2a_0$ the formula gives $-0.1045$ eV and the direct sum $-0.1032$ eV. Added to the direct relaxed-host error of $+0.0814$ eV, this puts the frozen-host barrier about 0.02 eV below the frozen-host barrier of an isolated defect. That is the image error alone, and it is a near cancellation of two larger terms of the uniform-medium model, so neither its size nor its sign should be carried over to a real crystal. Freezing the ions also raises the barrier above its relaxed value by the positive energy derived above, which is about 6.5 eV in this model and depends strongly on the assumed charge width. A frozen-host barrier is therefore no substitute for a relaxed one, even when its image error is small.

## When the monopole does survive

The cancellation needs localised charge in both states. Suppose that at the saddle part of the charge spreads uniformly over the cell, leaving a localised charge $q_{\rm loc}$. A uniform density has no Fourier component with $\mathbf k\ne0$, so it does not contribute to the periodic Coulomb energy. If the desired reference is the localised defect plus an infinitely dilute carrier, the saddle has monopole error $-\alpha q_{\rm loc}^2/(2\epsilon L)$, and the barrier retains, besides smaller terms of order $1/\Omega$,

$$\frac{\alpha(q^2-q_{\rm loc}^2)}{2\epsilon L}.$$

For $q=2$ and $q_{\rm loc}=1$ this is three quarters of 0.970 eV, or 0.728 eV at $2a_0$. Equal electron counts in the two cells are therefore not enough; the charge density at the saddle must be inspected.

## What the numbers mean for a real oxide

The lattice constant and dielectric constants are model inputs chosen close to those of magnesium oxide, not precise measured values. The formal ionic charges, the midpoint saddle and the uniform medium are idealisations, so 0.08 eV gives only the order of magnitude of the image error and is not a computed migration barrier. In a discrete lattice, local fields and the relaxation of neighbouring ions can change the coefficient of $1/\Omega$ itself. In a relaxed rigid-ion model of the same vacancy ($\epsilon_0=11.5$), the barrier falls by 0.067 eV from $2a_0$ to $3a_0$ and by 0.033 eV from $3a_0$ to $4a_0$, where the uniform medium gives 0.049 and 0.013 eV. The sign agrees and most of the monopole cancels, but the error is larger. At fixed geometry the leading term varies as $1/\epsilon_0$: a dielectric constant 10% larger lowers it by about 9%. The local-screening example moves it by $-0.03$ eV.

A fixed cell also stores elastic energy. If a defect would change the cell volume by $V_r$ when free to do so, preventing this costs $BV_r^2/(2\Omega)$ for bulk modulus $B$. With $B=160$ GPa and assumed relaxation volumes of 0.004 nm$^3$ at the minimum and 0.006 nm$^3$ at the saddle, the barrier at $2a_0$ is 0.017 eV higher than in a periodic cell whose volume is free to relax. This is not the full elastic error relative to an isolated defect: elastic interactions between images are also of order $1/\Omega$ and can offset part of it, and changes of cell shape are left out here.

At 1500 K, where $k_BT=0.129$ eV, a one-sided monopole correction at $2a_0$ would change the hop rate by a factor of about 1800 at fixed prefactor. The surviving 0.081 eV changes it by a factor of 1.9. Since the charge-spread, local-screening and fixed-cell elastic terms all scale as $1/\Omega$, barriers from cells of the same shape should be extrapolated against $1/\Omega$, provided that both states stay localised and the cells are large enough for higher-order terms to be small. That condition must be checked with at least three cells. In the rigid-ion lattice, cells of $2a_0$ to $4a_0$ do not yet follow $1/\Omega$, and extrapolations from the smaller and the larger pair differ by 0.03 eV. The numerical output lists the separate contributions.

## Numbers as computed

```
INPUTS (rough MgO values and model choices)
lattice constant a0 = 0.421 nm
static dielectric constant = 10.0
electronic dielectric constant = 3.0
defect charge = +2 e
Gaussian width of each charge = 0.050 nm
hop length = 0.2977 nm
Coulomb constant e^2/(4 pi eps_vac) = 1.43996 eV nm
Madelung constant alpha = 2.837297
S(saddle) - S(minimum) = 0.17724 e^2 nm^2
BARRIER IMAGE ERROR, periodic minus isolated
L = 2 a0 = 0.842 nm:
  monopole size in each state = 0.9705 eV
  barrier error, direct = 0.081373 eV
  barrier error, formula = 0.089544 eV
L = 3 a0 = 1.263 nm:
  monopole size in each state = 0.6470 eV
  barrier error, direct = 0.025512 eV
  barrier error, formula = 0.026532 eV
L = 4 a0 = 1.684 nm:
  monopole size in each state = 0.4852 eV
  barrier error, direct = 0.010957 eV
  barrier error, formula = 0.011193 eV
L = 8 a0 = 3.368 nm:
  monopole size in each state = 0.2426 eV
  barrier error, direct = 0.001392 eV
  barrier error, formula = 0.001399 eV
direct error at 2 a0 = 2.990 mHa
direct/formula - 1 at 2 a0 = -9.1 %
power of 1/L in remainder, 4 to 8 a0 = 5.040
lopsided test, direct/formula = 0.99993
SCREENING DIFFERENCES
screening length, minimum = 0.0500 nm
screening length, saddle = 0.0556 nm
coefficient difference delta a = 5.278e-04 nm^2
local-screening term at 2 a0 = -0.0320 eV
local-screening term at 4 a0 = -0.00400 eV
frozen-lattice response fraction = 0.7000
dipole change = 0.2977 e nm
frozen-ion extra at 2 a0, direct = -0.1032 eV
frozen-ion extra at 2 a0, formula = -0.1045 eV
wrong eps_inf/eps0 monopole change, 2 a0 = 2.2644 eV
LIMITS AND SIZES at 2 a0
monopole left if one charge delocalises = 0.7278 eV
assumed bulk modulus = 160 GPa
assumed relaxation volume, minimum = 0.004 nm^3
assumed relaxation volume, saddle = 0.006 nm^3
fixed-cell elastic effect = 0.0167 eV
temperature = 1500 K, kT = 0.1293 eV
rate factor, one-sided monopole = 1.82e+03
rate factor, surviving term = 1.877
```
